# Newton relaxation and matrix inertia for a finite Frenkel-Kontorova misfit chain

## The question raised by a misfit row

A row of atoms grown on a crystal with a slightly larger period can stretch until each atom sits in its own substrate well, or it can keep nearly its own spacing and give up a well somewhere along its length. The lost well is a misfit dislocation, here called a wall. A wall enters through an end of the row, over an energy barrier. At the top of the barrier all forces vanish, just as they do in the relaxed states, so a solver that drives forces to zero may stop at either. The relaxation therefore needs a second calculation that says what kind of point has been found.

## Energy, forces and Hessian

Take $N$ atoms at positions $x_n$, $n=1,\dots,N$, with free ends, moving along one line and treated by classical statics:

$$E=\sum_{n=1}^{N-1}\frac k2(x_{n+1}-x_n-b)^2+\sum_{n=1}^{N}V(x_n),\qquad V(x)=\frac W2\Big(1-\cos\frac{2\pi x}{a}\Big).$$

Here $k>0$ is the bond stiffness, $b$ the natural bond length, $a$ the substrate period and $W>0$ the height of the corrugation. The misfit is $\delta=(b-a)/a$. The formulas hold in atomic units; numbers are in eV and Å.

The gradient $g_n=\partial E/\partial x_n$ (minus the force) is, for an interior atom,

$$g_n=V'(x_n)+k(2x_n-x_{n-1}-x_{n+1}),\qquad V'(x)=\frac{\pi W}{a}\sin\frac{2\pi x}{a}.$$

The bond length $b$ cancels between the two neighbours. At the ends one bond is missing and $b$ survives: $g_1=V'(x_1)-k(x_2-x_1-b)$ and $g_N=V'(x_N)+k(x_N-x_{N-1}-b)$. The misfit thus acts through the ends.

Differentiating again gives a tridiagonal Hessian $H$ with off-diagonal entries $-k$ and diagonal entries

$$h_n=z_nk+\frac{2\pi^2W}{a^2}\cos\frac{2\pi x_n}{a},$$

where $z_n$ is the number of bonds of atom $n$: 1 at an end, 2 inside.

## The damped Newton step

The Newton step $p=-H^{-1}g$ makes the linearized gradient vanish. Progress is measured by $\Phi=\tfrac12|g|^2$, whose gradient is $Hg$. Along $x+tp$, at $t=0$,

$$\frac{d\Phi}{dt}=(Hg)^Tp=-g^THH^{-1}g=-|g|^2.$$

The signs of the eigenvalues of $H$ have dropped out. The energy behaves differently. With $c_i$ the component of $g$ along the eigenvector of eigenvalue $\lambda_i$,

$$\frac{dE}{dt}=g^Tp=-\sum_i\frac{c_i^2}{\lambda_i},$$

which can be positive if some $\lambda_i<0$. Newton's method then climbs.

The algorithm is:

1. Solve $Hp=-g$ by banded elimination with row exchanges.
2. If a component of $p$ exceeds $a/4$, scale $p$ by a factor $\sigma<1$ to that limit; otherwise $\sigma=1$.
3. Starting from $t=1$, halve $t$ until $|g(x+tp)|\le(1-10^{-4}t)|g(x)|$.
4. Repeat until $|g|<10^{-10}$ eV/Å.

For small $t$ the norm falls as $(1-\sigma t)|g|$, so step 3 can succeed if $\sigma>10^{-4}$. Convergence is still not guaranteed: where $H$ is singular and $Hg=0$ with $g\neq0$, $\Phi$ is stationary although the forces are not zero, and the iteration can stall there.

Near a solution full steps are accepted. Since $g(x)+H(x)p=0$,

$$g(x+p)=\int_0^1[H(x+tp)-H(x)]\,p\,dt.$$

The bracket is diagonal, because the bond part of $H$ is constant. Its entries are at most $Lt|p|$, with $L=\max|V'''|=4\pi^3W/a^3$. Writing $\beta=1/\min_i|\lambda_i|$, so that $|p|\le\beta|g|$,

$$|g(x+p)|\le\tfrac12L|p|^2\le\tfrac12L\beta^2|g(x)|^2 .$$

Convergence is quadratic, with a constant that grows as the softest mode softens.

## Inertia from the pivots

Write $H=\mathcal LD\mathcal L^T$ with $D$ diagonal and $\mathcal L$ lower bidiagonal with unit diagonal. Comparing entries $(n,n-1)$ gives $\ell_{n-1}d_{n-1}=-k$; comparing entries $(n,n)$ gives $d_n+\ell_{n-1}^2d_{n-1}=h_n$. Hence

$$d_1=h_1,\qquad d_n=h_n-\frac{k^2}{d_{n-1}} .$$

The number of negative $d_n$ equals the number of negative eigenvalues. To see this, let $\mathcal L_\tau=(1-\tau)I+\tau\mathcal L$. It has unit diagonal, so it is invertible for every $\tau$. If no $d_n$ is zero, $\mathcal L_\tau D\mathcal L_\tau^T$ is never singular as $\tau$ runs from 0 to 1. Its eigenvalues move continuously from those of $D$ to those of $H$ without crossing zero, so the count is conserved.

At a stationary point with nonsingular $H$, the count is called the index. Index 0 is a minimum, index 1 a first-order saddle with one downhill direction, and larger values are higher saddles.

Two limits show what the count means. For $k\to0$ at fixed $W$ the atoms decouple, each sits in a well or on a hilltop, and the index is the number on hilltops. For $W=0$ the recursion gives $k,k,\dots,k$ and finally $d_N=k-k=0$: the row slides freely, $H$ is singular, and inertia decides nothing.

**Rounding.** A zero pivot before the last can be replaced by a tiny $\varepsilon$. This amounts to adding $\varepsilon$ to $h_n$, which moves no eigenvalue by more than $\varepsilon$. Rounding in the quotient and the subtraction can likewise be absorbed, without changing the sign of any pivot, into relative changes of $k^2$ of a few units of roundoff. The computed count therefore belongs to a matrix whose eigenvalues differ from those of $H$ by roughly $k$ times the unit roundoff, apart from the error in $h_n$ itself. A small pivot does no harm to the count, but it can spoil a linear solve, which is why step 1 uses row exchanges.

## From a small residual to a true stationary point

The computed $x$ has a small gradient, not a zero one. Let $H_0=H(x)$, $\eta=|H_0^{-1}g(x)|$, and consider the map $T(y)=y-H_0^{-1}g(y)$, whose fixed points are stationary points. Its derivative $H_0^{-1}[H_0-H(y)]$ has norm at most $\beta L|y-x|$. Integrating from $x$ to $y$, for $|y-x|\le r$,

$$|T(y)-x|\le\eta+\tfrac12\beta Lr^2 .$$

The ball of radius $r$ is mapped into itself if the right side is at most $r$. The smallest such radius is

$$r=\frac{1-\sqrt{1-2\chi}}{\beta L},\qquad \chi=\beta L\eta .$$

For $\chi<\tfrac12$ the contraction factor is $\beta Lr=1-\sqrt{1-2\chi}<1$, so the ball contains one true stationary point. Between $x$ and that point no eigenvalue moves by more than $Lr<1/\beta$, which is less than the distance of any eigenvalue from zero. The index is therefore the same at both.

Because $\eta\le\beta|g|$, it suffices that $|g|<\min_i\lambda_i^2/(2L)$. A soft mode demands a tighter force tolerance, in proportion to the square of its eigenvalue.

## An independent enumeration

Let $s_n=x_{n+1}-x_n-b$ and $s_0=0$. Force balance on atoms $1,2,\dots$ in turn gives

$$s_n=s_{n-1}+V'(x_n)/k,\qquad x_{n+1}=x_n+b+s_n .$$

The first position fixes the whole row, and the remaining condition is $F(x_1)=g_N=0$. Shifting every atom by $a$ changes nothing, so one period of $x_1$ covers all stationary states up to such shifts.

The slope of $F$ is tied to the pivots. Let $\xi_n=dx_n/dx_1$. Differentiating the balance of atom $n$ gives $k\xi_{n+1}=h_n\xi_n-k\xi_{n-1}$, with $k\xi_2=h_1$. The ratio $k\xi_{n+1}/\xi_n$ thus obeys the pivot recursion and equals $d_n$. At the last atom

$$\frac{dF}{dx_1}=h_N\xi_N-k\xi_{N-1}=d_N\xi_N=\frac{\det H}{k^{N-1}} .$$

Its sign is $(-1)^{\rm index}$. A periodic function with simple zeros crosses upward as often as downward, so $\sum(-1)^{\rm index}=0$ over all states. A scan that misses a close pair of zeros also satisfies this sum, so the sum does not prove the list complete.

Shooting is less suited to long rows. In a well $\xi_{n+1}+\xi_{n-1}=(2+q^2)\xi_n$, with

$$q^2=\frac{2\pi^2W}{ka^2},$$

so for small $q$ errors grow as about $e^{qn}$.

## The barrier for an entering wall

For $q\ll1$ and $|\delta|\ll1$ the displacements $x_n-na$ vary slowly from atom to atom. Write $x_n=na+a\varphi_n/2\pi$ and treat $n$ as continuous. The bond stretch is $(a/2\pi)(\varphi'-2\pi\delta)$. With $C=ka^2/4\pi^2$ one has $W/2=Cq^2$, and

$$E=C\int\Big[\tfrac12(\varphi'-2\pi\delta)^2+q^2(1-\cos\varphi)\Big]dn .$$

Consider a long row with $\delta<0$ and its left end, with $\varphi\to0$ far inside. Stationarity gives $\varphi''=q^2\sin\varphi$; multiplying by $\varphi'$ and integrating gives $\tfrac12\varphi'^2=q^2(1-\cos\varphi)$, so $\varphi'=-2q\sin(\varphi/2)$. On this profile the two quadratic terms add to $\varphi'^2$, and

$$\int\varphi'^2dn=\int_0^{\varphi_0}2q\sin\frac\varphi2\,d\varphi=4q\Big(1-\cos\frac{\varphi_0}2\Big),$$

where $\varphi_0$ is the phase at the end. The cross term is $2\pi|\delta|\int\varphi'dn=-2\pi|\delta|\varphi_0$. With $s=\pi|\delta|/q$, up to a constant,

$$E(\varphi_0)=C\Big[4q\Big(1-\cos\frac{\varphi_0}{2}\Big)-2qs\varphi_0\Big],\qquad \frac{dE}{d\varphi_0}=2qC\Big(\sin\frac{\varphi_0}2-s\Big).$$

For $s<1$ there is a minimum at $\varphi_0=2\arcsin s$ and a maximum at $2\pi-2\arcsin s$. The cosine of the half phase is $+\sqrt{1-s^2}$ at the first and $-\sqrt{1-s^2}$ at the second; the phases differ by $2\pi-4\arcsin s=4(\pi/2-\arcsin s)=4\arccos s$. Subtracting the energies,

$$\Delta E=8qC\big[\sqrt{1-s^2}-s\arccos s\big]=\frac{2ka^2q}{\pi^2}\big[\sqrt{1-s^2}-s\arccos s\big].$$

For $s\to0$ this is the full energy $8qC$ of a wall without misfit. For $s\to1$ put $s=\cos\psi$: the bracket is $\sin\psi-\psi\cos\psi\approx\psi^3/3$, and the barrier vanishes as $[2(1-s)]^{3/2}/3$ times the prefactor. There the minimum and the saddle merge, an eigenvalue goes to zero, and the condition $\chi<\tfrac12$ becomes hard to meet.

## A 60-atom row with nickel-like bonds

Take $N=60$, $k=3.00$ eV/Å$^2$, $W=0.020$ eV, $b=2.49$ Å and $a=2.57$ Å. Then $\delta=-0.08/2.57=-3.11\%$, $q=0.1412$ and $s=0.6928$. At the centre of a wall $|\varphi'|=2q$, so a phase change of $2\pi$ at that slope takes $\pi/q\approx22$ atoms. Counted at the substrate period this is 57.2 Å (5.72 nm); since these atoms give up one well, they span one period less, 54.6 Å.

Shooting, with 200,001 values of $x_1$, resolves 12 stationary states: three of index 0, five of index 1, three of index 2 and one of index 3. The alternating sum is $3-5+3-1=0$. For all 12 the pivot count agrees with full diagonalization. The minima and first-order saddles are:

| State | Index | $E$ (eV) | Softest or negative $\lambda$ (eV/Å$^2$) |
|---|---:|---:|---:|
| coherent | 0 | 0.4333 | 0.0481 |
| one wall | 0 | 0.4077 | 0.0021 |
| two walls | 0 | 0.5110 | 0.0025 |
| first entry (two states) | 1 | 0.5263 | −0.0180 |
| second entry (two states) | 1 | 0.5369 | −0.0107 |
| slip | 1 | 1.5876 | −0.0041 |

**Convergence.** Start with every atom at a well bottom, $x_n=na$. Only the end forces are unbalanced, each by $k(a-b)=0.24$ eV/Å, so $|g|=0.24\sqrt2=0.34$ eV/Å. The successive norms are $3.4\times10^{-1}$, $1.5\times10^{-2}$, $5.3\times10^{-4}$, $9.5\times10^{-7}$ and $3.2\times10^{-12}$ eV/Å, ending in the coherent minimum. With $L=0.146$ eV/Å$^3$ and the final $\beta=1/0.0481$ Å$^2$/eV, the constant $L\beta^2/2$ is about 32 Å/eV. The bound for the last step is then $32\times(9.5\times10^{-7})^2\approx3\times10^{-11}$ eV/Å, above the value reached.

For the one-wall state the sufficient tolerance is $0.0021^2/(2\times0.146)\approx1.5\times10^{-5}$ eV/Å. The largest $\chi$ among the 12 states is $1.5\times10^{-8}$, far below $\tfrac12$.

**Where Newton ends.** Now start from two trial walls with centres $c$ on a grid from $-12$ to 72 in steps of 4 atoms, each contributing $-(2a/\pi)\arctan e^{q(n-c)}$ to $x_n$. Of the 231 runs, 100 end in minima, 111 at index 1 and 20 at index 2; none stalls. More than half of the converged runs are therefore not minima. They reach 8 of the 12 states, so such a grid does not replace the enumeration.

The climb can be seen directly. Displace the first-entry saddle by 0.3 Å (length of the $N$-component vector) along its unstable mode. Newton returns to the saddle and raises the energy, by 0.000845 eV from one side and 0.000767 eV from the other. The quadratic estimate is $\tfrac12\times0.0180\times0.3^2=0.00081$ eV.

**What the saddles connect.** Index 1 does not say which minima a saddle joins. To find out, displace it by 0.05 Å each way along the unstable mode and repeat $x\to x-M^{-1}g$, where $M$ is the bond part of $H$ plus $(2\pi^2W/a^2)I$. Since $p^THp\le p^TMp$ for every $p$, along $p=-M^{-1}g$

$$\frac{dE}{dt}\le g^Tp+t\,p^TMp=-(1-t)\,g^TM^{-1}g\le0,\qquad 0\le t\le1,$$

so the path runs downhill without a jump.

The first-entry saddles join the coherent and one-wall states. Their barriers are $0.526286-0.433337\approx0.0929$ eV for entry (0.003416 hartree) and 0.1186 eV for exit. A second wall must overcome 0.1292 eV and leaves over only 0.0259 eV: the two-wall state is a shallow minimum.

The slip saddle joins the coherent state to itself, shifted by one period. It contains an antiwall, which adds a well and can leave by either end. In the continuum an isolated antiwall costs $8qC=0.567$ eV plus the cross term $4\pi^2|\delta|C=ka^2|\delta|=0.617$ eV, together 1.18 eV. The computed barrier is 1.154 eV, lower by 0.03 eV. The estimate leaves out both the ends of the row and its discreteness; their shares are not separated here. This saddle is not the easiest way to slip. A wall that enters at one end and leaves at the other also shifts the coherent row by one period, and it meets only the entry and exit barriers of 0.0929 and 0.1186 eV.

**Continuum error.** The formula gives $0.5668\times(0.7211-0.5580)=0.0924$ eV. With all other parameters fixed, a discrete row of 160 atoms gives 0.0925 eV, 0.1% above the formula, and the 60-atom row is 0.5% above it. Most of the latter difference thus comes from the length of the row.

## How far the model reaches

The stiffness and bond length are rough values for nickel. In an fcc crystal with nearest-neighbour springs, a uniform strain $\epsilon$ stores $3kb^2\epsilon^2$ per atom in a volume $b^3/\sqrt2$. Equating the density to $\tfrac92\mathcal B\epsilon^2$ gives $k=3\mathcal Bb/(2\sqrt2)$, or 2.97 eV/Å$^2$ for a rough bulk modulus $\mathcal B=180$ GPa. The corrugation of 0.020 eV is an assumed value and the substrate is a model one. The value is low: nickel atoms on real metal surfaces typically see several hundredths of an eV or more on close-packed faces and several tenths on open faces. The entry barrier depends strongly on it. With the other parameters fixed, the 60-atom barrier is 0.19 eV for $W=0.03$ eV, 0.37 eV for $W=0.05$ eV and 0.71 eV for $W=0.10$ eV. In the continuum a wall lowers the energy only while $8qC<ka^2|\delta|$, here for $W$ below about 0.024 eV. The numbers above therefore describe a weakly corrugated model, not a particular nickel overlayer.

Corrections to the entry barrier can be sized to first order by evaluating each added energy at the unchanged saddle and coherent geometries:

- Morse bonds with the same $k$ and a rough range parameter of 1.4 Å$^{-1}$ add 0.013 eV.
- A second substrate harmonic, $0.1(W/2)(1-\cos4\pi x/a)$, adds 0.014 eV.
- Substrate sites that yield locally, with stiffness $3.5k$, change it by −0.0002 eV.

At this order the first two together amount to 29% of the barrier, far more than any numerical error above; letting the geometries relax with both terms present raises the figure to about 33%. Real islands also have neighbouring rows, sideways motion and long-range substrate elasticity, whose effects are not computed here.

At a growth temperature of 500 K the thermal energy is 0.0431 eV, and the barrier is only 2.2 times as large. For $W=0.020$ eV, wall entry is then not a rare event, and a static barrier alone does not give a reliable rate. This does not carry over to a larger corrugation: at $W=0.05$ eV the barrier is already 8.5 times the thermal energy. Tunnelling is unimportant at that temperature. Through an inverted parabola of frequency $\omega=\sqrt{|\lambda|/m}$ it goes as $e^{-2\pi\Delta E/\hbar\omega}$, which matches the thermal factor $e^{-\Delta E/k_BT}$ at $T=\hbar\omega/2\pi k_B$, here 2.1 K for $m=58.69$ u. The remaining digits are in the numerical output.

## Numbers as computed

```
atoms 60; spring 3.00 eV/A^2; corrugation 0.020 eV
natural bond 2.49 A; substrate period 2.57 A
misfit -3.11 percent; q 0.1412; s 0.6928
rough bulk modulus 180 GPa gives spring 2.97 eV/A^2
wall width pi*A/q 57.2 A = 5.72 nm
stationary states found by shooting: 12
  negative pivots:states  0:3 1:5 2:3 3:1
state: energy eV, negative pivots, net walls, lowest eigenvalue eV/A^2
  0: 0.511022, 0, 2, 0.002476
  1: 0.536923, 1, 2, -0.010668
  2: 0.407689, 0, 1, 0.002075
  3: 0.526286, 1, 1, -0.018033
  4: 0.433337, 0, 0, 0.048103
  5: 1.587558, 1, -1, -0.004060
  9: 0.526286, 1, 1, -0.018033
  11: 0.536923, 1, 2, -0.010668
lowest-energy state: 2
largest certificate beta*L*eta: 1.5e-08
coherent start, force norms eV/A:
  3.4e-01 1.5e-02 5.3e-04 9.5e-07 3.2e-12
wall-grid starts: 231
  ended with 0 negative pivots: 100
  ended with 1 negative pivots: 111
  ended with 2 negative pivots: 20
  stalled or unfinished: 0
  distinct states reached: 8 of 12
saddle: joined minima, barriers from each eV
  1: 2 and 0, 0.129233 and 0.025901
  3: 4 and 2, 0.092948 and 0.118596
  5: 4 and 4, 1.154220 and 1.154220
  9: 4 and 2, 0.092948 and 0.118596
  11: 2 and 0, 0.129233 and 0.025901
slip saddle 5 shifts the coherent chain by 1 period
Newton climb back to saddle 3: 0.000845 eV
entry barrier: 0.092948 eV = 0.003416 hartree
continuum entry barrier: 0.092445 eV
160-atom entry barrier: 0.092549 eV
Morse parameter 1.4 1/A; barrier shift 0.01315 eV
10 percent second harmonic shift 0.01378 eV
local substrate yielding shift -0.00020 eV
thermal energy at 500 K: 0.0431 eV
barrier over thermal energy: 2.16
atomic mass 58.69 u; tunnelling crossover 2.09 K
```
